# Zero Depolarisation Ratio of Totally Symmetric Raman Modes in Cubic Precursors

## Result and conditions

Let a molecule have a non-degenerate electronic ground state and a tetrahedral ($T_d$) or octahedral ($O_h$) equilibrium shape, with equivalent atoms of the same isotope. Light travels along $X$, polarised along $Z$, and the scattered light is observed along $Y$. For freely oriented molecules starting in the vibrational ground state, the Raman line of a totally symmetric mode has the depolarisation ratio

$$\rho\equiv\frac{I_X}{I_Z}=0, \tag{1}$$

provided that the line has any intensity at all. The reason is that the Raman tensor of such a mode is a multiple of the unit tensor. The induced dipole is then parallel to the incident field for every orientation of the molecule.

Capital letters $X,Y,Z$ denote laboratory axes and small letters $x,y,z$ molecular axes. The light is far from electronic resonance, so the polarisability $\alpha$ is a real symmetric tensor that depends on the nuclear positions. Rotational structure is not resolved, and the molecular orientation is averaged classically.

## The Raman tensor

A field $\mathbf E$ induces the dipole $\mathbf p=\alpha\mathbf E$. Along one mass-weighted normal coordinate $Q$ of angular frequency $\omega$,

$$\alpha(Q)=\alpha(0)+A\,Q+\dots,\qquad A=\left(\frac{\partial\alpha}{\partial Q}\right)_0 . \tag{2}$$

The constant term cannot change the vibrational state. For a harmonic oscillator $\langle1|Q|0\rangle=\sqrt{\hbar/2\omega}$, so the Stokes amplitude is $\sqrt{\hbar/2\omega}\,A$ to leading order. The common factor cancels from $\rho$, which is fixed by the tensor $A$.

## Symmetry makes the tensor isotropic

Turn the nuclei and the field together by a rotation $R$. The dipole turns with them, so $\alpha(R\mathbf x)\,R\mathbf E=R\,\alpha(\mathbf x)\,\mathbf E$, where $\mathbf x$ stands for all nuclear positions. Since $\mathbf E$ is arbitrary,

$$\alpha(R\mathbf x)=R\,\alpha(\mathbf x)\,R^{T}. \tag{3}$$

Now let $R$ be a rotation in the symmetry group of the molecule. A totally symmetric displacement is carried into itself, apart from an exchange of identical nuclei, which does not affect $\alpha$. The left side of (3) is therefore the polarisability of the same configuration:

$$\alpha(Q)=R\,\alpha(Q)\,R^{T}. \tag{4}$$

This holds at every $Q$, and differentiation gives $A=RAR^T$.

Both $T_d$ and $O_h$ contain the twofold turns about $x$, $y$ and $z$, and a threefold turn about $(1,1,1)$. The turn about $z$ is $\mathrm{diag}(-1,-1,1)$. Inserted in $A=RAR^T$, it gives $A_{xz}=-A_{xz}$ and $A_{yz}=-A_{yz}$, so both vanish, and so do $A_{zx}$ and $A_{zy}$. The turn about $x$, $\mathrm{diag}(1,-1,-1)$, gives $A_{xy}=-A_{xy}=0$ and likewise $A_{yx}=0$. The threefold turn permutes $x,y,z$ cyclically, so $A_{xx}=A_{yy}=A_{zz}$. Hence

$$A=a\,\mathbf 1,\qquad a=\tfrac13\operatorname{tr}A. \tag{5}$$

A threefold axis alone would not suffice. If $\mathbf u$ is its direction, the tensors $\mathbf 1$, $\mathbf u\mathbf u^T$ and the antisymmetric tensor $\mathbf v\mapsto\mathbf u\times\mathbf v$ are all unchanged by the turn. Solving the invariance conditions by exact linear algebra on a computer gives three independent tensors for this case, and one when a twofold turn about $z$ is added. A pyramidal molecule may thus have an anisotropic tensor even for a totally symmetric mode.

The isotropy does not rest on the linear term in (2). Let $\mathcal Q$ denote all vibrational coordinates, and let the initial and final vibrational functions $\psi_0$ and $\psi_f$ both be totally symmetric. The transition tensor is $M=\int\psi_f\,\alpha(\mathcal Q)\,\psi_0\,d\mathcal Q$. Replacing $\mathcal Q$ by $R\mathcal Q$ leaves the volume element and both functions unchanged, so (3) gives

$$M=R\,M\,R^T . \tag{6}$$

The argument after (4) then makes $M$ isotropic, with anharmonicity included. Equal masses enter here: they are needed for $\psi_0$ and $\psi_f$ to have the full symmetry.

## Average over orientations

To see how far a general tensor departs from (1), define

$$\gamma^2=\tfrac12\left[3\operatorname{tr}A^2-(\operatorname{tr}A)^2\right]=\tfrac32\operatorname{tr}(A-a\mathbf 1)^2 . \tag{7}$$

The second form follows from $\operatorname{tr}(A-a\mathbf1)^2=\operatorname{tr}A^2-3a^2$. It shows that $\gamma^2=0$ exactly when the symmetric tensor $A$ is isotropic. It also gives $\operatorname{tr}A^2=3a^2+\tfrac23\gamma^2$.

Let $\mathbf n$ and $\mathbf m$ be the laboratory directions $Z$ and $X$ written in the molecular frame. Then $A_{ZZ}=\mathbf n\cdot A\mathbf n$ and $A_{XZ}=\mathbf m\cdot A\mathbf n$. The average of four components of $\mathbf n$ must be isotropic and symmetric in its indices:

$$\langle n_in_jn_kn_l\rangle=c\,(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}). \tag{8}$$

Setting $i=j$, $k=l$ and summing gives $1=c(9+3+3)$, so $c=1/15$. Therefore

$$\langle A_{ZZ}^2\rangle=\frac{(\operatorname{tr}A)^2+2\operatorname{tr}A^2}{15}=\frac{9a^2+6a^2+\frac43\gamma^2}{15}=a^2+\frac{4\gamma^2}{45}. \tag{9}$$

For fixed $\mathbf n$, the vector $\mathbf m$ is uniformly distributed in the plane perpendicular to it, so $\langle m_im_k\rangle=\frac12(\delta_{ik}-n_in_k)$. With $\langle n_in_j\rangle=\delta_{ij}/3$,

$$\langle A_{XZ}^2\rangle=\tfrac12\left[\tfrac13\operatorname{tr}A^2-\langle A_{ZZ}^2\rangle\right]
=\tfrac12\left[a^2+\tfrac29\gamma^2-a^2-\tfrac4{45}\gamma^2\right]=\frac{\gamma^2}{15}. \tag{10}$$

The ratio of (10) to (9) is

$$\rho=\frac{3\gamma^2}{45a^2+4\gamma^2}. \tag{11}$$

By (5), $\gamma=0$. If $a\neq0$, (11) gives $\rho=0$, which proves (1). If $a=0$ both intensities vanish and $\rho$ is undefined. Symmetry permits a non-zero $a$ but does not fix its size.

Natural incident light is an incoherent, equal mixture of polarisations $Z$ and $Y$. Then $I_X\propto\langle A_{XZ}^2\rangle+\langle A_{XY}^2\rangle=2\gamma^2/15$ and $I_Z\propto\langle A_{ZZ}^2\rangle+\langle A_{ZY}^2\rangle=a^2+7\gamma^2/45$, so

$$\rho_n=\frac{6\gamma^2}{45a^2+7\gamma^2}. \tag{12}$$

This also vanishes for a totally symmetric mode.

## The other modes

The trace of $\alpha$ is a scalar, unchanged by every symmetry operation, including reflections. Its linear term in the coordinates of one level is $\sum_m g_mQ_m$. Invariance requires the vector $g$ to be unchanged by every matrix of the representation to which the level belongs. For an irreducible representation other than the totally symmetric one, no such vector exists except zero. Hence $a=0$ for each component, and (11) and (12) give

$$\rho=\tfrac34,\qquad \rho_n=\tfrac67 \tag{13}$$

for every active mode that is not totally symmetric. For a degenerate level the component intensities are added, which leaves the ratio unchanged.

An octahedron has a further restriction. Inversion leaves $\alpha$ unchanged but reverses the coordinate of an odd mode, so $\alpha(-Q)=\alpha(Q)$ and $A=0$. Odd modes are silent in first-order Raman scattering.

## Two model precursors

The first model is a tetrahedral chloride MCl$_4$ with bond length 2.17 Å and masses 48 u (centre) and 35 u (ligand). The second is an octahedral fluoride MF$_6$ with 1.83 Å, 184 u and 19 u. The stretching energy for bond extensions $s_i$ is $\frac12k\sum_is_i^2+k'\sum_{i<j}s_is_j$. Each angle between neighbouring bonds adds $\frac12k_b(r_0\,\delta\theta)^2$, with $r_0$ the bond length. The constants $(k,k',k_b)$ are $(270,14,10)$ N/m for the chloride and $(540,25,30)$ N/m for the fluoride.

In the breathing mode all $N$ ligands of mass $m$ move outward by the same $s$. Their forces on the centre cancel, so it stays at rest, and the angles do not change. The kinetic energy is $\frac12Nm\dot s^2$ and the potential energy $\frac12N[k+(N-1)k']s^2$. Thus

$$\omega=\sqrt{\frac{k+(N-1)k'}{m}},\qquad Q=\sqrt{Nm}\,s. \tag{14}$$

For the chloride the effective constant is $270+3\times14=312$ N/m, and (14) gives $\omega/2\pi c=389.0$ cm$^{-1}$. For the fluoride it is $540+5\times25=665$ N/m, giving 770.7 cm$^{-1}$.

Each bond has polarisabilities along and across its axis that vary linearly with its length. As volumes $\alpha/4\pi\varepsilon_0$, the chloride values are 5.0 and 3.0 Å$^3$, with slopes 5.0 and 1.5 Å$^2$. The fluoride values are 1.6 and 1.0 Å$^3$, with slopes 2.0 and 0.5 Å$^2$. The bond dipoles sit at the ligands and polarise one another through their dipole fields.

Without this coupling the breathing tensor can be found by hand. For bond directions $\mathbf u_i$ of either shape, $\sum_i\mathbf u_i\mathbf u_i^T=(N/3)\mathbf1$, because the sum is invariant and has trace $N$. With slopes $\alpha'_\parallel$ and $\alpha'_\perp$, and $ds/dQ=1/\sqrt{Nm}$,

$$a_{\text{uncoupled}}=\sqrt{\frac Nm}\;\frac{\alpha'_\parallel+2\alpha'_\perp}{3}. \tag{15}$$

For the chloride this is $\sqrt{4/35}\times8/3=0.90$ Å$^2$ u$^{-1/2}$. The coupled model gives 1.00 Å$^2$ u$^{-1/2}$, or $2.74\times10^{-17}$ C m V$^{-1}$ kg$^{-1/2}$ after multiplication by $4\pi\varepsilon_0$. The coupling changes the strength of the line but not the isotropy of its tensor.

Differentiating the coupled polarisability along every mode, and averaging over orientations by quadrature, gives:

| Model | Wavenumber (cm$^{-1}$) | Degeneracy | $\rho$ |
|---|---:|---:|---:|
| MCl$_4$ | 120.6 | 2 | 0.75 |
| | 136.0 | 3 | 0.75 |
| | 389.0 | 1 | 0 |
| | 504.9 | 3 | 0.75 |
| MF$_6$ | 327.4 | 3 | 0.75 |
| | 678.3 | 2 | 0.75 |
| | 770.7 | 1 | 0 |

The fluoride's other three levels, at 231.5, 267.2 and 747.9 cm$^{-1}$, are silent. The values agree with (1), (13) and the inversion rule.

## What makes the measured ratio finite

**Ligand isotopes.** Take chlorine masses 35 and 37 u, with a heavy share of 0.25. The electronic polarisability keeps its tetrahedral symmetry, but unequal masses mix the breathing mode with other modes. The mass changes of four equivalent sites split into a uniform part and a part that transforms like a vector. To first order, the latter mixes in only the threefold-degenerate levels, which also transform like a vector. The admixed amplitude is proportional to the size of this part, and $\rho$ to its square. For $j$ heavy ligands, subtracting the mean mass change gives

$$\rho_j\propto j-\frac{j^2}{4}. \tag{16}$$

The predicted proportions for $j=1,2,3$ are $3:4:3$. The full mode calculation gives $7.1$, $8.7$ and $6.1\times10^{-5}$. The middle value is 1.33 times the mean of the outer two, as (16) predicts; the difference between the outer two lies beyond this order. For $j=0$ and $j=4$ the ratio is zero to rounding error. The five lines lie between 378.3 and 389.0 cm$^{-1}$. Adding their intensities, weighted by abundance, gives $\rho=5.1\times10^{-5}$ for the unresolved band. The isotope of the central atom has no such effect, because that atom is at rest in the breathing mode.

**Hot bands.** Thermally excited degenerate modes violate the assumption behind (6). Let $q_m=b_m+b_m^\dagger$ be their coordinates in units of $\sqrt{\hbar/2\omega_m}$, and let $B_{mn}=\partial^2A/\partial q_m\partial q_n$, where $A$ is the breathing tensor at the distorted geometry. Terms linear in $q_m$ change the number of quanta and shift the line by at least 120 cm$^{-1}$. Quadratic terms that move a quantum between the 120.6 and 136.0 cm$^{-1}$ levels shift it by only about 15 cm$^{-1}$. All such shifted lines are left out of the estimate below. A real spectral window could not remove them cleanly, because at 300 K the rotational wings of depolarised scattering extend over about 10 cm$^{-1}$ or more. In the quadratic term $\frac12\sum B_{mn}q_mq_n$, the energy-conserving part within one level is

$$W_{mn}=b_m^\dagger b_n+b_mb_n^\dagger\ (m\ne n),\qquad W_{mm}=2b_m^\dagger b_m+1. \tag{17}$$

Let $n_m=b_m^\dagger b_m$, with thermal mean $\bar n$. Different modes are independent, so for $m\neq n$ the mean square of $W_{mn}$ is $\langle n_m(n_n+1)+(n_m+1)n_n\rangle=2\bar n(\bar n+1)$. A thermal oscillator has number variance $\bar n(\bar n+1)$, so the variance of $W_{mm}$ is $4\bar n(\bar n+1)$. The thermal mean of the quadratic term is isotropic, since it sums over a whole level. In the fluctuating part, each off-diagonal pair occurs twice in the sum, so its tensor is $B_{mn}W_{mn}$ and it contributes $2\bar n(\bar n+1)\gamma^2(B_{mn})$. A diagonal term contributes $\frac14\times4\bar n(\bar n+1)\gamma^2(B_{mm})$. Together,

$$\gamma^2_{\text{hot}}=\sum_{\text{levels}}\bar n(\bar n+1)\sum_{m,n}\gamma^2(B_{mn}). \tag{18}$$

This vanishes as the temperature goes to zero, in agreement with (6). At 300 K the occupations of the 120.6, 136.0 and 504.9 cm$^{-1}$ levels are 1.28, 1.09 and 0.10, and the model gives $\rho\approx3\times10^{-6}$. This figure counts only the curvature of the breathing tensor within each level. Mechanical anharmonicity is left out and can contribute as much or more. For example, the state with one quantum in each of the 389.0 and 136.0 cm$^{-1}$ levels lies only about 20 cm$^{-1}$ above the 504.9 cm$^{-1}$ level and can mix with it. Also left out is the hot difference band in which a quantum of the 120.6 cm$^{-1}$ level is replaced by one of the 504.9 cm$^{-1}$ level. It is depolarised and lies at 384.3 cm$^{-1}$, among the isotope lines. It arises from the second derivative of $\alpha$, one order below (18). With a harmonic potential its crossed intensity is already about $8\times10^{-6}$ of the parallel intensity of the breathing line. The cubic terms that the model potential has in the normal coordinates raise this, in lowest-order perturbation theory, to about $9\times10^{-4}$. Other lines with depolarised parts lie close by: the difference band at 368.9 cm$^{-1}$ (about $2\times10^{-4}$ with a harmonic potential) and three-quantum combinations near 377 and 393 cm$^{-1}$ (about $10^{-5}$ each at 300 K, and not zero at 0 K). These estimates are not part of the output below. The figure from (18) is therefore far from an upper bound on the crossed light of vibrational origin.

**Optics.** Even a perfectly isotropic scatterer shows crossed light in real optics. Consider a ray $\mathbf r$ at angle $\theta$ to $Y$ and azimuth $\phi$, which a lens turns parallel to $Y$ by the shortest rotation. That rotation acts as

$$\mathbf v\mapsto\mathbf v-\frac{(\mathbf r+\hat Y)\cdot\mathbf v}{1+\cos\theta}(\mathbf r+\hat Y)+2(\mathbf r\cdot\mathbf v)\hat Y .$$

A dipole along $Z$ thus acquires the $X$ component $-r_Xr_Z/(1+\cos\theta)=-(1-\cos\theta)\sin\phi\cos\phi$. Its square is about $\frac14\theta^4\sin^2\phi\cos^2\phi$. The azimuthal mean of $\sin^2\phi\cos^2\phi$ is $1/8$, and the mean of $\theta^4$ over a small cone of half-angle $\Theta$ is $\Theta^4/3$. Hence

$$\rho_{\text{collection}}\simeq\frac{\Theta^4}{96}. \tag{19}$$

For $\Theta=0.20$ rad this is $1.7\times10^{-5}$.

A focused beam contains rays tilted towards $Z$ by a small angle $\theta_Z$. Their fields, perpendicular to the rays, have an $X$ component of relative size $\theta_Z$. For a uniformly filled cone of half-angle $\beta$, $\langle\theta_Z^2\rangle=\beta^2/4$. With intensities added over the focal region, $\rho\simeq\beta^2/4=1.0\times10^{-4}$ for $\beta=0.02$ rad. An analyser misset by $\delta$ passes $\sin^2\delta$ in the crossed position and $\cos^2\delta$ in the parallel one. For $\delta=1^\circ$, $\tan^2\delta=3.0\times10^{-4}$.

The five contributions sum to about $4.8\times10^{-4}$. Among these five the misset analyser supplies the largest share, and without it $1.7\times10^{-4}$ remains. The overlapping lines are not in this sum, and in this model the difference band at 384.3 cm$^{-1}$ alone can exceed it. The sum therefore does not show that the apparatus, rather than the molecule, limits how small a ratio can be seen.

## Relation to real precursors

The chloride parameters are rough values in the regime of titanium tetrachloride vapour, whose breathing line lies near 390 cm$^{-1}$. The fluoride parameters are in the regime of tungsten hexafluoride, with a breathing line near 770 cm$^{-1}$. The force constants were chosen to place the lines there, so the wavenumbers are not predictions, and the bond polarisabilities are round model values. Natural chlorine breaks the equal-mass assumption, which moves the model's ratio from zero to about $5\times10^{-5}$. This figure depends strongly on the polarisability model: without the dipole coupling it falls to about $6\times10^{-6}$, so it is not an estimate for the real vapour. Fluorine has one stable isotope, so the hexafluoride escapes this effect. In a liquid, neighbours distort each molecule and disturb its local field; that contribution is not estimated here. Vanadium tetrachloride, with one d electron in a degenerate level, lies outside the theorem as stated. A weak crossed signal at the breathing line is therefore not by itself evidence of a distorted molecule: isotopes, optics and overlapping lines must first be accounted for.

The numerical output follows.

## Computed values

```
invariant tensors, twofold + threefold turns: 1
invariant tensors, one threefold axis alone: 3
MCl4: bond 2.17 A, masses 48 and 35 u
  force constants 270, 14, 10 N/m (stretch, stretch-stretch, bend)
  bond polarisability volume 5.0, 3.0 A^3; slopes 5.0, 1.5 A^2 (along, across)
   120.6 cm^-1, degeneracy 2: rho = 0.750000
   136.0 cm^-1, degeneracy 3: rho = 0.750000
   389.0 cm^-1, degeneracy 1: rho = 0.000000
   504.9 cm^-1, degeneracy 3: rho = 0.750000
  breathing mode: |a| = 1.0036 A^2 u^-1/2 = 2.740e-17 C m V^-1 kg^-1/2
  mean polarisability volume: 16.590 A^3 at rest, 18.915 A^3 with bonds 0.2 A longer
MF6: bond 1.83 A, masses 184 and 19 u
  force constants 540, 25, 30 N/m (stretch, stretch-stretch, bend)
  bond polarisability volume 1.6, 1.0 A^3; slopes 2.0, 0.5 A^2 (along, across)
   231.5 cm^-1, degeneracy 3: silent
   267.2 cm^-1, degeneracy 3: silent
   327.4 cm^-1, degeneracy 3: rho = 0.750000
   678.3 cm^-1, degeneracy 2: rho = 0.750000
   747.9 cm^-1, degeneracy 3: silent
   770.7 cm^-1, degeneracy 1: rho = 0.000000
  breathing mode: |a| = 0.6121 A^2 u^-1/2 = 1.671e-17 C m V^-1 kg^-1/2
  mean polarisability volume: 7.718 A^3 at rest, 9.001 A^3 with bonds 0.2 A longer
chlorine isotopes: 35 and 37 u, heavy share 0.25
  0 heavy: share 0.3164, 388.97 cm^-1, rho = 2.55e-27
  1 heavy: share 0.4219, 386.21 cm^-1, rho = 7.09e-05
  2 heavy: share 0.2109, 383.52 cm^-1, rho = 8.74e-05
  3 heavy: share 0.0469, 380.89 cm^-1, rho = 6.09e-05
  4 heavy: share 0.0039, 378.31 cm^-1, rho = 2.65e-27
  mean quanta at 300 K in 120.6 cm^-1 level: 1.277
  mean quanta at 300 K in 136.0 cm^-1 level: 1.087
  mean quanta at 300 K in 504.9 cm^-1 level: 0.097
apparent rho of the MCl4 breathing line from neglected effects:
  chlorine isotopes, unresolved band: 5.08e-05
  hot bands at 300 K: 3.24e-06
  collection half-angle 0.20 rad: 1.67e-05
  beam focus half-angle 0.02 rad: 1.00e-04
  analyser misset by 1.0 degree: 3.05e-04
  sum of these: 4.75e-04
  largest: analyser misset by 1.0 degree
```
